# Coefficients of fractional parentage for equivalent electrons in LS coupling

**Q.** A term of three equivalent p electrons is a sum of Slater determinants. Why write it as a two-electron term coupled to a third electron, when that product is not antisymmetric?

**A.** In general a single product is not (the term \(^4S\) found below is an exception), but a fixed sum of them is. Take \(n\) electrons with one common radial function and orbital momentum \(l\), in \(LS\) coupling with Condon-Shortley phases. Write \(s=\tfrac12\), \([x]=2x+1\), and let \(P_{ij}\) exchange all coordinates of electrons \(i\) and \(j\). An antisymmetric state is in particular antisymmetric in electrons \(1,\dots,n-1\). The space of such partly antisymmetric states is spanned by the orthonormal states \(|(l^{n-1}\alpha_1L_1S_1,\,l)LS\rangle\), in which an allowed parent term stands on the left and electron \(n\) on the right. The label \(\alpha\) separates terms with equal \(L,S\). Hence
\[|l^n\alpha LS\rangle=\sum_{\alpha_1L_1S_1}c(\alpha_1L_1S_1|\alpha LS)\,|(l^{n-1}\alpha_1L_1S_1,\,l)LS\rangle .\]
The \(c\) are the coefficients of fractional parentage. The ladder operators act in the same way on both sides, so \(c\) does not depend on \(M_L,M_S\). Orthonormal terms give \(\sum c(\cdot|\alpha)^*c(\cdot|\alpha')=\delta_{\alpha\alpha'}\). The equations for \(c\) have real coefficients, so \(c\) is chosen real, and \(c^2\) is the probability of finding the first \(n-1\) electrons in a given parent.

**Q.** The recursion needs a start. Which pair terms are allowed?

**A.** The Clebsch-Gordan symmetry \(\langle j_1m_1j_2m_2|JM\rangle=(-1)^{j_1+j_2-J}\langle j_2m_2j_1m_1|JM\rangle\) gives \((-1)^{2l-L}\) for the orbital part and \((-1)^{1-S}\) for the spin part. The radial functions are equal and are not affected. So \(P_{12}|(ll)LS\rangle=(-1)^{L+S+1}|(ll)LS\rangle\). Pairs with \(L+S\) even are antisymmetric, with \(c=1\), and pairs with \(L+S\) odd are symmetric. For \(p^2\) the allowed terms are \(^1S,\,^3P,\,^1D\) and the symmetric ones are \(^3S,\,^1P,\,^3D\).

**Q.** That rule needs the two electrons coupled to each other. In your sum electron \(n\) is coupled to the whole parent.

**A.** Then the coupling order is changed. The \(6j\) symbol is defined by the overlap of two coupling orders, a sum of products of four Clebsch-Gordan coefficients:
\[\langle (j_1j_2)J_{12},j_3;J\,|\,j_1,(j_2j_3)J_{23};J\rangle=(-1)^{j_1+j_2+j_3+J}\sqrt{[J_{12}][J_{23}]}\begin{Bmatrix}j_1&j_2&J_{12}\\ j_3&J&J_{23}\end{Bmatrix}.\]
Expand each parent in its own parents, the grandparents \(\alpha_2L_2S_2\) of \(l^{n-2}\):
\[\Psi=\sum c(\alpha_1L_1S_1|\alpha LS)\,c(\alpha_2L_2S_2|\alpha_1L_1S_1)\,|((\alpha_2L_2S_2,l)L_1S_1,\,l)LS\rangle .\]
Project on \(|\alpha_2L_2S_2,(ll)L'S';LS\rangle\), where the last two electrons form the pair \(L'S'\). The definition is used once for orbit and once for spin. The amplitude is \((-1)^{L_2+2l+L+S_2+1+S}\sqrt{[L'][S']}\) times a sum over parents. The prefactor contains no parent label and is never zero. Antisymmetry under \(P_{n-1,n}\) holds exactly when every symmetric pair state has zero amplitude:
\[\sum_{\alpha_1L_1S_1}c(\alpha_2L_2S_2|\alpha_1L_1S_1)\,c(\alpha_1L_1S_1|\alpha LS)\sqrt{[L_1][S_1]}\begin{Bmatrix}L_2&l&L_1\\ l&L&L'\end{Bmatrix}\begin{Bmatrix}S_2&s&S_1\\ s&S&S'\end{Bmatrix}=0\]
for every grandparent and every \(L'+S'\) odd. For \(n=3\) the grandparent is one electron, \(L_2=l\), \(S_2=s\), and the first factor is 1.

**Q.** You have imposed one exchange only. What about electron 1 with electron \(n\)?

**A.** It follows. The parents give \(P_{ij}\Psi=-\Psi\) for \(i,j<n\), and the condition gives \(P_{n-1,n}\Psi=-\Psi\). For \(i<n-1\), \(P_{i,n}=P_{i,n-1}P_{n-1,n}P_{i,n-1}\). Each factor acting in turn returns \(-\Psi\), so \(P_{i,n}\Psi=(-1)^3\Psi\). The condition is necessary and sufficient, and the number of independent solutions is the number of terms \(LS\) in \(l^n\).

**Q.** For \(p^3\) I want to see the symbols evaluated.

**A.** Spin first, with \(M_S=S\). For \(S=\tfrac32\) both orders give \(\alpha\alpha\alpha\), so \(1=(-1)^3\cdot3\{\,\}\) and the symbol with \(S_1=S'=1\) is \(-\tfrac13\). For \(S=\tfrac12\) the phase is \((-1)^{2}=+1\). With \(a=\beta\alpha\alpha\), \(b=\alpha\beta\alpha\), \(d=\alpha\alpha\beta\), the Clebsch-Gordan coefficients give
\[|S_1{=}0\rangle=\tfrac{b-a}{\sqrt2},\quad |S_1{=}1\rangle=\sqrt{\tfrac23}\,d-\tfrac{a+b}{\sqrt6},\quad |S'{=}0\rangle=\tfrac{d-b}{\sqrt2},\quad |S'{=}1\rangle=\tfrac{b+d}{\sqrt6}-\sqrt{\tfrac23}\,a .\]
The overlaps are \(-\tfrac12\) for \((0,0)\), \(\tfrac{\sqrt3}{2}\) for \((1,0)\) and \((0,1)\), and \(\tfrac13-\tfrac16+\tfrac13=\tfrac12\) for \((1,1)\). Division by \(\sqrt{[S_1][S']}=1,\sqrt3,3\) gives the symbols \(-\tfrac12,\ \tfrac12,\ \tfrac16\).

For the orbital symbols \(\{1\,1\,L_1;1\,L\,L'\}\) the phase is \((-1)^{3+L}\). For \(L=3\) the stretched state gives \(1=5\{\,\}\), so the symbol is \(\tfrac15\). For \(L=0\) the two orders are \((\mathbf r_1\times\mathbf r_2)\cdot\mathbf r_3\) and \(\mathbf r_1\cdot(\mathbf r_2\times\mathbf r_3)\) with the same constants, so \(1=-3\{\,\}\) and the symbol is \(-\tfrac13\). For \(L=M_L=2\) the four states have the form above with \(\alpha\to m{=}1\), \(\beta\to m{=}0\), and pair momenta \(1,2\) in place of \(0,1\). The overlaps are the same, and division by \(-3,\,-\sqrt{15},\,-5\) gives \(\tfrac16\) for \((1,1)\), \(-\tfrac{\sqrt5}{10}\) for \((1,2)\), \(-\tfrac1{10}\) for \((2,2)\). For \(L=M_L=1\) the phase is \(+1\). Write the products \(|m_1m_2m_3\rangle\) with \(+,0,-\) for \(m=1,0,-1\). The Clebsch-Gordan coefficients give
\[|L_1{=}0\rangle=\tfrac1{\sqrt3}\big(|{+}{-}{+}\rangle-|00{+}\rangle+|{-}{+}{+}\rangle\big),\qquad |L'{=}0\rangle=\tfrac1{\sqrt3}\big(|{+}{+}{-}\rangle-|{+}00\rangle+|{+}{-}{+}\rangle\big),\]
\[|L_1{=}1\rangle=\tfrac12\big(|{+}00\rangle-|0{+}0\rangle-|{+}{-}{+}\rangle+|{-}{+}{+}\rangle\big),\qquad |L'{=}1\rangle=\tfrac12\big(|{+}{+}{-}\rangle-|{+}{-}{+}\rangle-|0{+}0\rangle+|00{+}\rangle\big),\]
\[|L_1{=}2\rangle=\tfrac1{\sqrt{60}}\big(6|{+}{+}{-}\rangle-3|{+}00\rangle-3|0{+}0\rangle+|{+}{-}{+}\rangle+2|00{+}\rangle+|{-}{+}{+}\rangle\big),\]
\[|L'{=}2\rangle=\tfrac1{\sqrt{60}}\big(6|{-}{+}{+}\rangle-3|0{+}0\rangle-3|00{+}\rangle+|{+}{+}{-}\rangle+2|{+}00\rangle+|{+}{-}{+}\rangle\big).\]
The overlaps are \(\tfrac13\) for \((0,0)\), \(-\tfrac1{\sqrt3}\) for \((0,1)\), \(\tfrac{\sqrt5}3\) for \((0,2)\), \(\tfrac12\) for \((1,1)\), \(\tfrac5{\sqrt{60}}\) for \((1,2)\) and \(\tfrac16\) for \((2,2)\), the same with the two labels interchanged. Division by \(\sqrt{[L_1][L']}\) gives
\[\begin{Bmatrix}1&1&L_1\\1&1&L'\end{Bmatrix}=\begin{pmatrix}\tfrac13&-\tfrac13&\tfrac13\\-\tfrac13&\tfrac16&\tfrac16\\ \tfrac13&\tfrac16&\tfrac1{30}\end{pmatrix},\qquad L_1,L'=0,1,2 .\]

**Q.** Coupling a p electron to the three parents gives many candidates. Which survive?

**A.** The parent \(^1S\) yields \(^2P\); \(^3P\) yields \(^{2,4}S,\,^{2,4}P,\,^{2,4}D\); \(^1D\) yields \(^2P,\,^2D,\,^2F\). Define
\[K(L'S';L_1S_1)=\sqrt{[L_1][S_1][L'][S']}\begin{Bmatrix}l&l&L_1\\ l&L&L'\end{Bmatrix}\begin{Bmatrix}s&s&S_1\\ s&S&S'\end{Bmatrix},\]
so that the condition reads \(\sum Kc=0\) on each symmetric pair. Five candidates have one parent, and one nonzero \(K\) forces \(c=0\):

- \(^2S\) (parent \(^3P\), pair \(^1P\)): \(K=\sqrt{27}\,(-\tfrac13)(\tfrac12)=-\tfrac{\sqrt3}2\).
- \(^2F\) (parent \(^1D\), pair \(^3D\)): \(K=\sqrt{75}\,(\tfrac15)(\tfrac12)=\tfrac{\sqrt3}2\).
- \(^4P\) (parent \(^3P\), pair \(^3S\)): \(K=\sqrt{27}\,(-\tfrac13)(-\tfrac13)=\tfrac{\sqrt3}3\).
- \(^4D\) (parent \(^3P\), pair \(^3D\)): \(K=\sqrt{135}\,(-\tfrac{\sqrt5}{10})(-\tfrac13)=\tfrac{\sqrt3}2\).

These four terms do not exist. The fifth is \(^4S\). A pair that couples with a p electron to \(L=0\), \(S=\tfrac32\) must have \(L'=1\), \(S'=1\), which is the allowed \(^3P\). There is no condition, and \(c(^3P|^4S)=1\).

For \(^2D\) put \(y=c(^3P)\), \(z=c(^1D)\). The pair \(^1P\) gives \(\sqrt{27}\,(\tfrac16)(\tfrac12)\,y+\sqrt{15}\,(-\tfrac{\sqrt5}{10})(-\tfrac12)\,z=\tfrac{\sqrt3}4(y+z)=0\). The pair \(^3D\) gives \(\sqrt{135}\,(-\tfrac{\sqrt5}{10})(\tfrac16)\,y+\sqrt{75}\,(-\tfrac1{10})(\tfrac12)\,z=-\tfrac{\sqrt3}4(y+z)=0\), the same equation. Normalization gives \(y=1/\sqrt2\), \(z=-1/\sqrt2\).

For \(^2P\) add \(x=c(^1S)\):
\[{}^3S:\ \sqrt3\,\tfrac13\tfrac12\,x-\sqrt{27}\,\tfrac13\tfrac16\,y+\sqrt{15}\,\tfrac13\tfrac12\,z=\tfrac{\sqrt3}{6}\,(x-y+\sqrt5z)=0,\]
\[{}^1P:\ \sqrt3\,\tfrac13\tfrac12\,x+\sqrt{27}\,\tfrac16\tfrac12\,y-\sqrt{15}\,\tfrac16\tfrac12\,z=\tfrac{\sqrt3}{12}\,(2x+3y-\sqrt5z)=0,\]
\[{}^3D:\ \sqrt{15}\,\tfrac13\tfrac12\,x+\sqrt{135}\,\tfrac16\tfrac16\,y+\sqrt{75}\,\tfrac1{30}\tfrac12\,z=\tfrac{\sqrt3}{12}\,(2\sqrt5x+\sqrt5y+z)=0 .\]
Adding the first two brackets gives \(3x+2y=0\), so \(y=-\tfrac32x\). The first then gives \(\sqrt5z=y-x=-\tfrac52x\), so \(z=-\tfrac{\sqrt5}2x\). The third bracket becomes \(\sqrt5x(2-\tfrac32-\tfrac12)=0\), so the rank is 2. Normalization reads \(x^2(1+\tfrac94+\tfrac54)=1\). The result, with the parent of lowest \(L_1\) taken positive, is
\[{}^4S:\ c(^3P)=1;\qquad {}^2D:\ c(^3P)=\tfrac1{\sqrt2},\ c(^1D)=-\tfrac1{\sqrt2};\]
\[{}^2P:\ c(^1S)=\sqrt{\tfrac29},\ c(^3P)=-\tfrac1{\sqrt2},\ c(^1D)=-\sqrt{\tfrac5{18}} .\]
The state count is \(4+10+6=20=\binom63\), the number of determinants, so nothing is missing.

**Q.** Homogeneous equations fix only ratios. Are the signs then not arbitrary?

**A.** The overall sign of each term is a convention. The relative signs are fixed once the phases of the parents and the coupling order are fixed. The exchange matrix \(M=\langle(L'S',l)LS|P_{23}|(L_1S_1,l)LS\rangle\) shows this. For three equal momenta \(j\), \(P_{23}\) turns \(|(12)J_1,3\rangle\) into \(|(13)J_1,2\rangle\). The Clebsch-Gordan symmetry gives \(|(12)J',3\rangle=(-1)^{2j-J'}|(21)J',3\rangle\) and \(|(13)J_1,2;J\rangle=(-1)^{J_1+j-J}|2,(13)J_1;J\rangle\). The remaining overlap is the defining one, with phase \((-1)^{3j+J}\). The exponents add to \(6j+J_1-J'\), which gives \((-1)^{L_1+L'}\) for orbit and \((-1)^{1+S_1+S'}\) for spin. Since \(P_{23}\) is Hermitian and the overlaps are real, the symbols are symmetric in \(J_1,J'\), and
\[M=(-1)^{L_1+S_1+L'+S'+1}K,\qquad M=-K\ \text{between allowed parents.}\]
Every permutation of three objects is one of \(1,P_{13},P_{23}\) times one of \(1,P_{12}\), so the antisymmetrizer factors as \(A=\tfrac13(1-P_{13}-P_{23})\cdot\tfrac12(1-P_{12})\). On allowed parents the last factor is 1, and \(P_{13}=P_{12}P_{23}P_{12}\) has the matrix \((-1)^2M\). Also \(A=\sum_\alpha|\alpha LS\rangle\langle\alpha LS|\) in the sector \(LS\). Therefore
\[\sum_\alpha c(L'S'|\alpha LS)\,c(L_1S_1|\alpha LS)=\tfrac13(\delta-2M)=\tfrac13(\delta+2K).\]
For \(^2D\) the off-diagonal element is \(\tfrac23\sqrt{45}\,(-\tfrac{\sqrt5}{10})(\tfrac12)=-\tfrac12=yz\). The left side is a projector, with eigenvalues 1 and 0, so \(M\) on allowed parents has eigenvalues \(-1\) and \(+\tfrac12\) only. The \(^2D\) combination \(\psi\) with equal signs is orthogonal to the solution, so it has eigenvalue \(+\tfrac12\). With \(P_{23}^2=1\), \(\|(1+P_{23})\psi\|^2=2+2\cdot\tfrac12=3\). The norm is \(\sqrt3\) where an antisymmetric state gives 0.

**Q.** Is the solution always unique up to that sign?

**A.** No. The trace of the projector counts the terms. Solving the same equations numerically for \(l=2\) gives two independent solutions for \(^2D\) of \(d^3\). There the condition fixes only the plane of solutions, any rotation within it is equally valid, and \(\alpha\) needs a further label such as seniority. For \(n>3\) the grandparent factor enters. With the \(p^3\) coefficients above as that factor, the numerical null vector for \(^3P\) of \(p^4\) is \(+0.5000,\,-0.6455,\,+0.5774\) on \(^2P,\,^2D,\,^4S\). The construction fails for inequivalent electrons: with different radial functions \(P_{12}\) maps \(|nl,n'l\rangle\) to another configuration ordering, the rule on \(L+S\) disappears, and all pair terms are allowed.

**Q.** What can be computed with the coefficients?

**A.** Term energies, for one. In an antisymmetric state all pairs are equivalent, because \(V_{13}=P_{23}V_{12}P_{23}\) and the two signs cancel, and likewise for \(V_{23}\). So \(\langle V_{12}+V_{13}+V_{23}\rangle=3\langle V_{12}\rangle\). The operator \(V_{12}=1/r_{12}\) acts on the parent alone and commutes with its \(\mathbf L\) and \(\mathbf S\), so it is diagonal in \(L_1S_1\) and independent of the projections:
\[E(p^3LS)=3\sum c^2\,E(p^2L_1S_1).\]
For the parent energies use \(1/r_{12}=\sum_k (r_<^k/r_>^{k+1})\sum_qC^{k*}_q(1)C^k_q(2)\), with \(C^k_0=P_k(\cos\theta)\). Parity and the triangle rule leave \(k=0,2\). With \(P(r)\) the radial function times \(r\), define \(F^k=\iint P^2(r_1)P^2(r_2)\,r_<^k/r_>^{k+1}\,dr_1dr_2\) and \(F_2=F^2/25\). A diagonal element on the orbital product \(|m_1m_2\rangle\) has only \(q=0\) and equals \(F^0+g_{m_1}g_{m_2}F^2\), with \(g_m=\langle m|P_2|m\rangle\). Here \(g_0=\tfrac32\int_{-1}^1u^2\,\tfrac12(3u^2-1)\,du=\tfrac25\). The three densities sum to a constant, so \(\sum g_m=0\) and \(g_{\pm1}=-\tfrac15\). The trace over products of fixed \(M_L\) equals the sum of \(E_L\) with \(L\ge M_L\):
\[M_L{=}2:\ E_2=F^0+F_2;\qquad M_L{=}1:\ E_2+E_1=2F^0-4F_2;\qquad M_L{=}0:\ E_2+E_1+E_0=3F^0+(1+4+1)F_2 .\]
Hence \(^1D:\ F^0+F_2\), \(^3P:\ F^0-5F_2\), \(^1S:\ F^0+10F_2\). The weights \(3c^2\) always sum to 3, and the \(F_2\) coefficients are
\[{}^4S:\ 3(-5)=-15,\qquad {}^2D:\ \tfrac32(-5)+\tfrac32(1)=-6,\qquad {}^2P:\ \tfrac23(10)+\tfrac32(-5)+\tfrac56(1)=0 .\]
The order has a direct reading: \(^4S\) has all three pairs in the lowest parent, and only \(^2P\) contains the costly \(^1S\). The excitation energies are \(9F_2\) and \(15F_2\), in the ratio \(5/3\), within the single configuration with one radial function.

**Q.** Put in an atom.

**A.** Take nitrogen, with restricted open-shell Hartree-Fock for \(^4S\) in the cc-pVTZ basis and all orbitals then frozen. The summed density of the three open orbitals gives \(P^2(r)\), with mean radius 0.744 Å. Trapezoidal quadrature on a logarithmic radial grid gives \(F^0=17.8764\) eV and \(F^2=8.0505\) eV, so \(F_2=0.32202\) eV. The decimals are kept to show the arithmetic and belong to this basis. In aug-cc-pV5Z the mean radius is 0.746 Å, \(F^0=17.862\) eV and \(F^2=8.039\) eV, the \(^4S\) energy below falls by 0.10 eV, and the two excitation energies below fall by 0.004 and 0.007 eV, to 2.89 and 4.82 eV. The pair energies in this 2p orbital are
\[{}^3P:\ 17.8764-1.6101=16.2663,\quad {}^1D:\ 17.8764+0.3220=18.1984,\quad {}^1S:\ 17.8764+3.2202=21.0966\ \text{eV}.\]
The parentage sums give
\[{}^4S:\ 3(16.2663)=48.799,\qquad {}^2D:\ \tfrac32(16.2663+18.1984)=51.697,\]
\[{}^2P:\ \tfrac23(21.0966)+\tfrac32(16.2663)+\tfrac56(18.1984)=53.629\ \text{eV}.\]
The kinetic, nuclear and closed-core operator is a spin-free scalar, so on the 2p shell it is a multiple of the identity and adds the same amount to all terms. From the analytic integrals it is \(-47.9421\) eV per electron, and the energy of the \(1s^22s^2\) core is \(-1385.200\) eV. The sum \(-1385.200-3(47.9421)+48.799=-1480.23\) eV is the Hartree-Fock energy of \(^4S\). The excitation energies are
\[{}^2D-{}^4S=9F_2=2.90\ \text{eV}\ (0.107\ \text{hartree}),\qquad {}^2P-{}^4S=15F_2=4.83\ \text{eV}\ (0.178\ \text{hartree}).\]

**Q.** The measured levels lie at roughly 2.4 and 3.6 eV, a ratio near 1.5. Are the coefficients wrong?

**A.** The coefficients are exact algebra of the configuration \(p^3\). The model for the energy is what falls short. Both computed values lie above those rough figures, and no common radial function can repair the ratio, since \(F_2\) cancels from \(15F_2/9F_2\). Two effects are left out. The orbitals were optimized for \(^4S\) alone, and relaxing them for an excited term can only lower that term, since the frozen orbitals are themselves one of the trial choices in that minimization. The Coulomb operator also mixes configurations of equal parity, \(L\) and \(S\). The configuration \(1s^22p^5\) has one hole in the shell and so the single term \(^2P\) of odd parity; it can lower \(^2P\) and cannot touch \(^2D\) or \(^4S\), which moves the ratio downward. It leaves \(^2D-{}^4S\) unchanged. Diagonalizing the Hamiltonian in \(1s^22s^22p^3\) and \(1s^22p^5\) with the same frozen orbitals lowers \(^2P\) by 0.98 eV, to 3.85 eV above \(^4S\) (3.84 eV in aug-cc-pV5Z). The ratio becomes 1.33, below the measured 1.5. This one configuration therefore moves the ratio in the right direction but too far, while the \(^2P\) level itself stays above the measured 3.6 eV. Reoptimizing the orbitals for \(^2D\) within \(1s^22s^22p^3\) lowers \(^2D-{}^4S\) only from 2.90 to 2.86 eV (from 2.89 to 2.85 eV in aug-cc-pV5Z), so agreement with the measured levels needs further configurations, which must also lower this difference. In heavy atoms spin-orbit coupling mixes terms of equal \(J\). Within \(p^3\) this concerns the three levels with \(J=\tfrac32\), one from each term. The values \(J=\tfrac52\) and \(J=\tfrac12\) occur only in \(^2D\) and only in \(^2P\), so those two levels remain single terms. The coefficients still define the \(LS\) basis, but a level with \(J=\tfrac32\) is then a mixture of terms.
